# Why a random landing site sees a larger capture zone

**Question**

I am working on a model of submonolayer growth in which the islands are points scattered independently over a flat surface, with mean density $N$. The capture zone of an island is its Voronoi polygon: all sites nearer to that island than to any other. I am told that the areas of these zones, divided by their mean, have variance 0.280. I have to show that if I choose a landing site uniformly on the surface, the zone containing it has mean area 1.280 times the ordinary zone mean.

I don't see why there should be two means. The surface is statistically the same everywhere, so shouldn't a random site be in a typical zone, of mean area $1/N$? And why does the variance appear, rather than the standard deviation? I would also like to know where 0.280 comes from, and whether the factor means anything for a real layer such as MoS$_2$.

**Answer**

The two means come from two ways of choosing a zone. The ordinary mean gives every zone one vote. A landing site gives every unit of area one vote, so a zone with twice the area is chosen twice as often. A homogeneous surface makes all sites equivalent, but it does not make all zones equally likely to be hit.

Two zones show this already. Let their areas be 1 and 3 in some unit. Their ordinary mean is 2. A uniform site falls in the first with probability 1/4 and in the second with probability 3/4, so the mean area it sees is

$$\frac14\cdot1+\frac34\cdot3=2.5 .$$

The normalised areas are 0.5 and 1.5, with variance $0.5^2=0.25$, and indeed $2.5=(1+0.25)\cdot2$.

**The general result**

Take a large surface of area $S$ with $M$ zones of areas $A_1,\dots,A_M$. Periodic boundaries avoid cut zones at the edge. The zones tile the surface, and their shared borders have no area, so

$$\sum_{i=1}^{M}A_i=S,\qquad \langle A\rangle=\frac1M\sum_{i=1}^{M}A_i=\frac SM=\frac1N .$$

Angle brackets denote the ordinary mean, one vote per zone. The landing site is uniform and is chosen without regard to the islands. For a given pattern it therefore lies in zone $i$ with probability $p_i=A_i/S$. The mean area of the zone hit is

$$A_{\rm hit}=\sum_i p_iA_i=\frac{\sum_iA_i^2}{\sum_iA_i}
=\frac{M^{-1}\sum_iA_i^2}{M^{-1}\sum_iA_i}
=\frac{\langle A^2\rangle}{\langle A\rangle}.$$

In the last steps I divided numerator and denominator by $M$. For a large surface these averages over one pattern approach the averages of the random process.

Now define $a=A/\langle A\rangle$. By construction $\langle a\rangle=1$, and the normalised variance is

$$v=\langle(a-1)^2\rangle=\langle a^2\rangle-2\langle a\rangle+1=\langle a^2\rangle-1 .$$

Hence $\langle a^2\rangle=1+v$. Since $\langle A^2\rangle=\langle A\rangle^2\langle a^2\rangle$,

$$\boxed{A_{\rm hit}=\langle A\rangle(1+v)}$$

With $v=0.280$ this is $A_{\rm hit}=1.280\,\langle A\rangle=1.280/N$, as required.

The variance appears because area enters twice: once as the chance of being hit, and once as the quantity averaged. The standard deviation of $a$ is $\sqrt{0.280}=0.529$, which is a different number and is not the excess.

The same argument gives the whole distribution. If $f(a)$ is the probability density with one vote per zone, landing sites see

$$g(a)=a f(a),\qquad \int_0^\infty g(a)\,da=\langle a\rangle=1 .$$

Its mean is $\int a\,g\,da=\langle a^2\rangle=1+v$. The ordinary mean can also be recovered from data collected at random sites, by averaging the inverse area:

$$\left\langle\frac1A\right\rangle_{\rm hit}
=\frac1{\langle A\rangle}\int_0^\infty\frac1a\,a f(a)\,da
=\frac1{\langle A\rangle}=N .$$

So if you pick random points on an image and measure the zone around each, the plain average of the areas estimates $(1+v)/N$, while the average of the inverse areas estimates $N$. Choose the points several lengths $1/\sqrt N$ away from the image edges, so that their zones are complete. Using the whole image and discarding the cut zones would favour small zones, because large ones are cut more often.

Nothing so far used the Poisson pattern. The derivation assumes zones that tile the surface, a finite variance, and a site chosen uniformly and independently of the zones. If atoms landed preferentially near islands, or far from them, $p_i=A_i/S$ would in general fail.

**Limiting cases**

If all zones are equal, $v=0$ and the two means agree. Otherwise $v>0$ and the landing mean is larger.

One dimension offers a case that can be done by hand. Put islands independently on a line, with mean gap 1. The gaps are independent and exponentially distributed, each with mean 1 and variance 1. The capture zone of an island consists of half the gap on either side, $a=(g_1+g_2)/2$, so

$$v=\frac{1+1}{4}=\frac12,\qquad 1+v=\frac32 .$$

If you ask instead for the *gap* containing a random site, then $v=1$ and the factor is 2. This can be seen directly: from any site the mean distance to the next island is 1 on the left and 1 on the right, so the gap around it has mean length 2. This answers your objection about homogeneity. The site is ordinary, but the gap around it is not.

**Where 0.280 comes from**

The variance of the planar Poisson zones can be found by calculating $A_{\rm hit}$ in another way. Put the landing site at the origin. The area of its zone is the integral, over all points $\mathbf x$, of an indicator that is 1 if $\mathbf x$ shares the zone of the origin and 0 if not. Its mean is therefore the integral of the probability of sharing.

Suppose the shared island is at $\mathbf y$. Then no other island may be closer to the origin than $r_1=|\mathbf y|$, and none closer to $\mathbf x$ than $r_2=|\mathbf x-\mathbf y|$. Two discs must be empty, one about the origin with radius $r_1$ and one about $\mathbf x$ with radius $r_2$. Let $U$ be the area of their union. In a Poisson pattern an area $U$ is empty with probability $e^{-NU}$, and an element $d^2y$ holds an island with probability $N\,d^2y$, independently of the rest. Thus

$$A_{\rm hit}=N\int d^2x\int d^2y\;e^{-NU}.$$

Let $\phi$ be the angle at $\mathbf y$ between the directions to the origin and to $\mathbf x$. Seen from $\mathbf y$, the two points have polar coordinates with radii $r_1$ and $r_2$. Rotating the whole figure gives a factor $2\pi$, and the two signs of $\phi$ give a factor 2:

$$A_{\rm hit}=4\pi N\int_0^\infty\! r_1dr_1\int_0^\infty\! r_2dr_2\int_0^\pi\! d\phi\;e^{-NU}.$$

Separate size from shape by $r_1=\rho\cos\alpha$, $r_2=\rho\sin\alpha$, with $0\le\alpha\le\pi/2$. Then $dr_1dr_2=\rho\,d\rho\,d\alpha$ and $U=\rho^2u(\alpha,\phi)$, because areas scale as length squared. With $t=\rho^2$ the size integral is

$$\int_0^\infty\rho^3e^{-Nu\rho^2}d\rho=\frac12\int_0^\infty t\,e^{-Nut}dt=\frac1{2N^2u^2}.$$

This leaves

$$N A_{\rm hit}=2\pi\int_0^{\pi/2}d\alpha\int_0^\pi d\phi\;\frac{\sin\alpha\cos\alpha}{u(\alpha,\phi)^2}.$$

For $u$, set $\rho=1$. The two discs have total area $\pi(\cos^2\alpha+\sin^2\alpha)=\pi$, from which their overlap, a lens, must be subtracted once. In the triangle formed by the origin, $\mathbf x$ and $\mathbf y$, let $\beta_1$ be the angle at the origin and $\beta_2$ the angle at $\mathbf x$. Resolving the sides along and across $r_1$, and then $r_2$, gives

$$\tan\beta_1=\frac{\sin\alpha\sin\phi}{\cos\alpha-\sin\alpha\cos\phi},\qquad
\tan\beta_2=\frac{\cos\alpha\sin\phi}{\sin\alpha-\cos\alpha\cos\phi},$$

with both angles taken between 0 and $\pi$. The circles cross at $\mathbf y$ and at its mirror image in the line of centres. The common chord cuts the lens into two circular segments. Each is a sector of area $r_i^2\beta_i$ minus a triangle of area $r_i^2\sin\beta_i\cos\beta_i$. For an obtuse angle the cosine is negative and the triangle is added, as it should be. Therefore

$$\begin{aligned}
u=\pi&-\cos^2\!\alpha\,(\beta_1-\sin\beta_1\cos\beta_1)\\
&-\sin^2\!\alpha\,(\beta_2-\sin\beta_2\cos\beta_2).
\end{aligned}$$

The lens carries the whole effect. If it were ignored, $u=\pi$ and the integral would be $2\pi\cdot\frac12\cdot\pi/\pi^2=1$, the ordinary mean. The overlap makes $u$ smaller and the result larger. The result is also finite: the union is at least as large as the larger disc, so $u\ge\pi/2$, which bounds $NA_{\rm hit}$ above by 4.

I evaluated the double integral by Gauss–Legendre quadrature and obtained

$$N A_{\rm hit}=1.2802,\qquad v=N A_{\rm hit}-1=0.2802,$$

which is the 0.280 you were given.

**What the landing sites see**

A simulation shows how the weighting acts. I placed 80,000 islands at random on a periodic square, constructed their Voronoi polygons, and assigned 400,000 uniform landing sites to their nearest islands. The zone areas had variance 0.2785, and the mean area seen by the sites was 1.2801 ordinary means. The small difference between 1.2785 and 1.2801 comes from the finite number of landing sites.

Zones larger than the mean made up 0.432 of all zones but received 0.639 of the landings. So most zones are smaller than the mean, while most landing sites lie in zones larger than the mean.

**A numerical example for MoS$_2$**

Consider monolayer MoS$_2$ islands on a flat substrate, with a lattice constant of about $0.32\ \mathrm{nm}$. For illustration, choose a density $N=2.5\times10^9\ \mathrm{cm^{-2}}$ and a coverage $\theta=0.02$; both depend on the growth conditions. Since $1\ \mathrm{cm^2}=10^{14}\ \mathrm{nm^2}$,

$$\langle A\rangle=\frac{10^{14}}{2.5\times10^9}\ \mathrm{nm^2}=40\,000\ \mathrm{nm^2},$$

$$A_{\rm hit}=1.280\times40\,000\ \mathrm{nm^2}=51\,200\ \mathrm{nm^2}=0.0512\ \mathrm{\mu m^2}.$$

The layer has one Mo atom per hexagonal cell, of area $(\sqrt3/2)(0.32\ \mathrm{nm})^2=0.0887\ \mathrm{nm^2}$. If all deposited Mo is counted in the coverage, a zone of area $A$ has received on average $\theta A/(0.0887\ \mathrm{nm^2})$ Mo atoms. That is about 9,000 for the mean zone and 11,500 for the zone around a random site. These counts inherit the rounding of the lattice constant: with $0.316\ \mathrm{nm}$ both rise by about 2.5%, to roughly 9,250 and 11,800, while their ratio stays 1.280. Both numbers are right, for different questions. The first is the mean supply per island; the second is the mean supply to the zone in which a randomly chosen site lies.

**What a real layer changes**

The factor 1.280 does not depend on $N$, so another choice of density would change the areas but not their ratio. The assumptions about position and capture matter more. I estimated their effects separately, at the same density.

*Islands keep apart.* An existing island collects atoms from its surroundings, which makes nucleation close to it less likely. As a simple model, I placed 6,000 islands one after another at random, rejecting any closer than 100 nm to an earlier one. The length $1/\sqrt N$ is 200 nm, so this is a strong correlation. In this one pattern the variance fell to 0.109, and uniform landing sites saw a mean area of 1.108 ordinary means. Patterns of this size and kind differ among themselves by several thousandths, so the variance is best read as about 0.11. The rule $1+v$ survives, but the Poisson value of $v$ does not. The landing mean drops from 51,200 to about 44,300 nm$^2$, a reduction of 13%. The 100 nm is a chosen value, not a measured one.

*Atoms diffuse.* The Voronoi rule gives each atom to the nearest island, but a diffusing atom may reach another one first. To size this, I returned to the Poisson pattern and gave all islands the same radius $R$, fixed by $N\pi R^2=\theta$:

$$R=\sqrt{\frac{0.02\times40\,000}{\pi}}\ \mathrm{nm}=16.0\ \mathrm{nm}.$$

I followed 20,000 atoms from uniform landing sites, with the islands held fixed and every contact leading to capture. Draw a circle centred on the atom that just reaches the edge of the nearest island, so that no island lies inside it. Diffusion takes the atom to a uniformly distributed point on that circle, in a mean time $r^2/(4D)$, where $r$ is the circle's radius and $D$ the diffusion coefficient. Repeating this until the atom is very close to an island edge gives the capturing island and the mean capture time $\tau$.

A fraction 0.606 of the atoms was captured by an island other than the nearest. The Voronoi polygon is therefore a poor guide to the fate of an individual atom at this coverage. The mean polygon area of the capturing island was nevertheless $1.197\pm0.004$ ordinary means, where the uncertainty is the standard error from the number of atoms.

The reason this ratio differs from 1.280 can be put in a formula. Let $s_i$ be the number of atoms captured by island $i$, divided by the mean number per island. Giving each captured atom one vote yields

$$\frac{\langle A\rangle_{\rm capture}}{\langle A\rangle}=\langle a s\rangle
=1+\langle(a-1)(s-1)\rangle ,$$

because $\langle a\rangle=\langle s\rangle=1$. The excess is now a covariance. If every atom goes to the nearest island, then $s=a$ on average over many landings, and the covariance becomes the variance 0.280. With diffusion to the equal islands of this example it is $0.197\pm0.004$. Unlike 0.280, this number depends on the coverage and holds only for $\theta=0.02$. If islands in larger zones are themselves larger, they capture more atoms and the value changes.

*Atoms may leave the surface.* The same walks gave $\sqrt{D\tau}=121\ \mathrm{nm}$. Let desorption occur at a constant rate $1/\tau_{\rm d}$. An atom needing time $t$ to reach an island is lost with probability $1-e^{-t/\tau_{\rm d}}\le t/\tau_{\rm d}$, so the lost fraction is at most $\tau/\tau_{\rm d}$. Neglecting desorption is safe if $\sqrt{D\tau_{\rm d}}$ is well above 121 nm; at ten times that length the loss is at most 1%.

*Islands have a size.* In a Poisson pattern some of the discs overlap. An island has a neighbour closer than $2R$ with probability

$$1-e^{-N\pi(2R)^2}=1-e^{-4\theta}=1-e^{-0.08}=0.077 .$$

For these islands the picture of separate points is doubtful. The 100 nm minimum spacing removes such overlaps, since $2R$ is only 32 nm. Real MoS$_2$ islands can be triangular rather than round, which the disc model leaves out.

For a real layer, then, I would construct the zones from all island positions, measure $v$ over the islands well away from the image edges, and use $1+v$ for the zone around a random site. The value 1.280 belongs to independently placed islands. If you want the zone of the island that finally captures an atom, you need the covariance instead, because landing in a zone and being captured by its island are different events.
